# Expected Largest Error among N Gaussian Predictions, with Its First Correction

## The decision

A screen of precursors for atomic layer deposition ranks candidates by a predicted decomposition barrier, and the highest is proposed for synthesis. Before money is spent, someone must decide how much of that barrier to discount. The typical error of one prediction can be too small a margin, because the ranking tends to favour candidates whose errors happen to be positive. For independent errors, the expected largest error grows with the number $N$ of candidates, and the question is how fast.

Let $e_i$ be the predicted minus the true value for candidate $i$. Each $e_i$ is Gaussian with mean zero and standard deviation $\sigma$. Write $M=\max_i e_i$ for the largest signed error and $L=\ln N$. The claim is

$$E[M]\le \sigma\sqrt{2\ln N},\qquad N\ge 1 .$$

If $J$ is the candidate with the highest prediction, then $e_J\le M$ in every screen, since $M$ is the largest of all the errors. Hence $E[e_J]\le\sigma\sqrt{2\ln N}$, whatever the true values are. If all true values are equal, the highest prediction has the largest error and $e_J=M$.

## Proof of the bound

The mean of $M$ exists because $|M|\le\sum_i|e_i|$. For $t>0$, the exponential moment of one error follows from completing the square:

$$tx-\frac{x^2}{2\sigma^2}=-\frac{(x-\sigma^2t)^2}{2\sigma^2}+\frac{\sigma^2t^2}{2}.$$

The first term on the right integrates to one with the Gaussian normalization, so $E[e^{te_i}]=e^{\sigma^2t^2/2}$.

The exponential is convex, so Jensen's inequality gives the first step below. The largest of $N$ positive terms is no larger than their sum, which gives the second:

$$e^{tE[M]}\le E[e^{tM}]\le\sum_{i=1}^N E[e^{te_i}]=N e^{\sigma^2t^2/2}.$$

Taking logarithms and dividing by $t$,

$$E[M]\le f(t)=\frac{L}{t}+\frac{\sigma^2t}{2}.$$

For $N\ge2$, $f'(t)=-L/t^2+\sigma^2/2$ vanishes at $t_*=\sqrt{2L}/\sigma$. This is a minimum, because $f''(t)=2L/t^3>0$. Each of the two terms then equals $\sigma\sqrt{2L}/2$, and their sum is $\sigma\sqrt{2L}$. For $N=1$ both sides of the claim are zero. This completes the proof.

Independence was not used: the mean of a sum is the sum of the means for correlated errors too. Three variants follow from the same lines.

- If the standard deviations differ, each moment is at most $e^{\sigma_{\max}^2t^2/2}$, so the bound holds with $\sigma$ replaced by the largest of them. This is sufficient; keeping the separate moments in the sum can give a smaller bound.
- A common mean error $\delta$ adds $\delta$ to $E[M]$ and to the bound.
- The largest absolute error is the maximum of the $2N$ variables $\pm e_i$, so its mean is at most $\sigma\sqrt{2\ln(2N)}$. The factor 2 is needed at $N=1$, where $E|e_1|>0$ but $\sqrt{2\ln 1}=0$.

## The leading term and its first correction

From here on the errors are independent. Set $\sigma=1$ for the derivation, and let $\varphi$ be the standard Gaussian density and $Q(z)=\int_z^\infty\varphi(u)\,du$. For $z>0$ two bounds on the tail are needed. Since $u/z\ge1$ in the integral,

$$Q(z)\le\int_z^\infty\frac uz\,\varphi(u)\,du=\frac{\varphi(z)}{z}.$$

Since $\frac{d}{du}[-\varphi(u)/u]=(1+u^{-2})\varphi(u)$,

$$\frac{\varphi(z)}z=\int_z^\infty(1+u^{-2})\varphi(u)\,du\le(1+z^{-2})\,Q(z).$$

Together these give $Q(z)=[\varphi(z)/z]\,[1+O(z^{-2})]$.

The maximum lies near the level that one error in $N$ exceeds, $NQ(z)\approx1$. Define

$$b=\sqrt{2L},\qquad c=\tfrac12\ln(4\pi L),\qquad z=b+\frac{x-c}{b}.$$

Then $z^2/2=b^2/2+(x-c)+(x-c)^2/(2b^2)$. With $N=e^{b^2/2}$ and $e^c=\sqrt{4\pi L}=\sqrt{2\pi}\,b$,

$$N\varphi(z)=\frac{e^{c-x}}{\sqrt{2\pi}}\,e^{-(x-c)^2/(2b^2)}=b\,e^{-x}e^{-(x-c)^2/(2b^2)}.\tag{1}$$

For fixed $x$ and $N\to\infty$, $c/b\to0$ and $z/b\to1$, so $NQ(z)\to e^{-x}$. The scaled maximum $X=b(M-b+c/b)$ therefore obeys

$$P(X\le x)=[1-Q(z)]^N\to\exp(-e^{-x}).$$

This is the Gumbel law. If $U$ has density $e^{-u}$ on $u>0$, then $P(-\ln U\le x)=P(U\ge e^{-x})=\exp(-e^{-x})$. The mean of the limit is thus $-\int_0^\infty e^{-u}\ln u\,du=\gamma\approx0.5772$, Euler's constant.

**Convergence of the mean.** A limit of distributions does not by itself fix the limit of means; the tails must be controlled in

$$E[X]=\int_0^\infty P(X>x)\,dx-\int_0^\infty P(X\le-y)\,dy .$$

Take $N$ large enough that $0\le c\le b$ and $b-1-c/b\ge1$.

- *Upper tail.* By the union bound and (1), $P(X>x)\le NQ(z)\le (b/z)e^{-x}$. Since $z\ge b-c/b$, the ratio $b/z$ is below 2 for large $N$, and $2e^{-x}$ is integrable.
- *Lower tail, $0\le y\le b$.* Here $x=-y$ and $1\le z\le b$. The lower tail bound gives $Q(z)\ge\varphi(z)/(2z)$, and $(y+c)^2/(2b^2)\le2$. So $NQ(z)\ge e^{y-2}/2$ and $P(X\le-y)\le e^{-NQ(z)}\le\exp(-e^{y-2}/2)$, which is integrable.
- *Lower tail, $b\le y\le2b^2$.* The probability is no larger than at $y=b$, so this range contributes at most $2b^2\exp(-e^{b-2}/2)\to0$.
- *Lower tail, $y>2b^2$.* Now $z<-b$, and $M\le z$ requires $e_1\le z$. With $dy=b\,|dz|$ the contribution is at most $b\int_b^\infty Q(u)\,du\le\int_b^\infty (b/u)\varphi(u)\,du\le Q(b)\to0$.

Dominated convergence then gives $E[X]\to\gamma$. Solving $X=b(M-b+c/b)$ for $M$ and restoring $\sigma$,

$$E[M]=\sigma\left[\sqrt{2L}-\frac{\ln(4\pi L)-2\gamma}{2\sqrt{2L}}+o\!\left(\frac1{\sqrt L}\right)\right].\tag{2}$$

The leading term is the bound itself, so no smaller constant than $\sqrt2$ can serve for all $N$. The relative correction is $[\ln(4\pi L)-2\gamma]/(4L)$, which falls only about as fast as $\ln L/L$, where $L$ is itself a logarithm.

**How good is the correction?** For $N=2000$, $L=7.6009$ and $\sqrt{2L}=3.8989$. Then $\ln(4\pi L)=4.559$ and $2\gamma=1.154$, so the correction is $3.405/(2\times3.8989)=0.437$ and (2) gives $3.462$. Numerical integration of the distribution of the maximum gives $m_N=3.4353$, where $m_N$ is $E[M]$ for $\sigma=1$. The bound is 13% above this value and the corrected estimate 0.8% above it.

As a fraction of the bound, (2) gives 0.760 at $N=10$ and 0.9575 at $N=10^{12}$; integration gives 0.717 and 0.9568. The corrected formula lies above the integrated value in each of these cases, but it is derived here as an estimate and is not proved to be a bound.

A cruder lower estimate also shows the sharpness. Since $M\ge e_1$, the negative part of $M$ has mean at most $\sigma/\sqrt{2\pi}$, so $E[M]\ge a\,P(M>a)-\sigma/\sqrt{2\pi}$ for any $a>0$. With $a=0.99\,\sigma\sqrt{2L}$ and $L=10^4$, this already guarantees 0.987 of the bound.

## A precursor screen

Take $N=2000$ candidates and $\sigma=0.10$ eV. The bound is

$$0.10\ \text{eV}\times3.8989=0.390\ \text{eV}\quad(390\ \text{meV}).$$

The expected largest error is $0.10\times3.4353=0.344$ eV. At $t_*$ the intermediate quantity $(1/t)\ln E[e^{tM}]$ is 0.380 eV. Of the 0.046 eV of slack, Jensen's step thus accounts for 0.036 eV and the replacement of a maximum by a sum for 0.010 eV. Over 4000 simulated screens the largest error averaged 0.344 eV and scattered by 0.034 eV from screen to screen, so a single screen can exceed the expected value and sometimes the bound itself, which limits only the mean.

**The error of the winner.** A sharper figure needs a model of the true values. Let them be independent Gaussians with mean $\mu=1.30$ eV and spread $\tau=0.20$ eV, independent of the errors. A prediction $p$ then has variance $s^2=\sigma^2+\tau^2$, so $s=0.2236$ eV, and its covariance with its own error is $\sigma^2$. The combination $e-(\sigma^2/s^2)(p-\mu)$ is uncorrelated with $p$ and, the variables being jointly Gaussian, independent of it. Hence

$$E[e\mid p]=\frac{\sigma^2}{s^2}(p-\mu).$$

Candidates are independent, so this also holds for the winner once all predictions are given. Its mean prediction is $\mu+s\,m_N$, and therefore

$$E[e_J]=\frac{\sigma^2}{s}\,m_N=\frac{0.0100}{0.2236}\times3.4353\ \text{eV}=0.154\ \text{eV}.$$

The simulated screens gave 0.155 eV. The winner is predicted at 2.068 eV on average and truly has 1.915 eV. Once this mean prediction is given, the bound guarantees, with no further use of $\tau$, an expected true barrier of at least $2.068-0.390=1.678$ eV. This concerns the mean over screens and is not a floor for one compound.

The result for $E[e_J]$ assumes errors independent of the truth. A predictor that returns the conditional mean of the true value, given all its data, has zero expected error at given predictions, and its winner is not overpredicted on average. The bound still holds, but is then far from the winner's mean error.

**Consequence for lifetime.** Read the barrier $E_a$ as an activation free energy. The Eyring rate gives the lifetime $(h/k_BT)\,e^{E_a/k_BT}$. At 573 K, $k_BT=0.04938$ eV, and the three barriers give:

| Barrier (eV) | Lifetime (s) |
|---|---|
| 2.068, predicted | $1.3\times10^5$ |
| 1.915, expected true | $5.8\times10^3$ |
| 1.678, predicted less bound | 48 |

Because the logarithm of the lifetime is linear in the barrier, the first two are geometric means over screens. The full bound corresponds to a factor $e^{0.390/0.04938}\approx2.7\times10^3$. At 473 K, with the barriers held fixed, the factor is $1.4\times10^4$: the same energy error changes the lifetime by a larger factor at a lower temperature.

**Choosing the size of the screen.** To keep the bound within a budget $\Delta$, solve $\sigma\sqrt{2\ln N}\le\Delta$ for $N$:

$$N\le e^{\Delta^2/(2\sigma^2)} .$$

For $\Delta=0.30$ eV this is $e^{4.5}$, or 90 candidates. The rule is sufficient, not necessary: with 90 independent candidates the expected largest error is 0.247 eV. To keep all 2000, $\sigma\le0.30/3.8989=0.077$ eV suffices. Both forms are derived for Gaussian errors with zero mean and need a known upper limit on $\sigma$.

## Where real screens depart from the model

The parameters are round numbers chosen for illustration and describe no particular compound. Real precursors also decompose on surfaces, which the gas-phase lifetime leaves out. A usable precursor must also be volatile and react with the growing surface, which a ranking by decomposition barrier alone does not test. The following departures are sized with $N=2000$ and the other settings held fixed. The first three are sized by the expected largest error $E[M]$. The winner's mean error $E[e_J]$ never exceeds $E[M]$ and is smaller when the true values are spread, so a failure of the bound for $E[M]$ does not by itself mean that the winner's mean error exceeds the bound; it means the guarantee is lost.

- **Shared errors.** Let every pair of errors have correlation $\rho\ge0$, so that $e_i=\sigma(\sqrt\rho\,g_0+\sqrt{1-\rho}\,g_i)$ with independent standard Gaussians $g$. The shared term moves all predictions together, leaves the ranking unchanged and has mean zero, so $E[M]=\sigma\sqrt{1-\rho}\,m_N$. For $\rho=0.5$ this is 0.243 eV. The bound holds but is looser. The mean of zero refers to repeated screens with a fresh $g_0$; a systematic error of one method is a fixed offset that passes in full into the winner's error and must be treated as the common mean error $\delta$.
- **Candidates unlike the training data.** If 200 of the 2000 have $\sigma=0.20$ eV, the expected largest error rises to 0.549 eV. Inserting the root-mean-square error, 0.114 eV, gives 0.445 eV, which is not a bound. The largest $\sigma$ gives a valid 0.780 eV.
- **Heavy tails.** For Student errors with five degrees of freedom and the same variance, $E[e^{te_i}]$ is infinite for every $t>0$ and the proof fails. So does the result: the expected largest error is 0.625 eV, against a Gaussian bound of 0.390 eV.
- **Tunnelling.** If decomposition transfers a hydrogen atom through a barrier with an assumed imaginary mode of 1200 cm$^{-1}$, the Wigner factor $1+(h\nu/k_BT)^2/24$ is 1.38 at 573 K. This equals a barrier reduction of 0.016 eV. The estimate is rough and low: $u=h\nu/k_BT$ is about 3 and not small, and the Wigner factor keeps only the first correction in the expansion of the parabolic-barrier factor $(u/2)/\sin(u/2)$, which is larger.

Among these cases, the shape and uniformity of the error distribution move the expected largest error most. Before the bound is used, the errors on held-out compounds should therefore be examined for their tails and for groups with larger spread, not summarized by one root-mean-square value. The numerical output below lists the computed values used here, except the evaluations of formula (2), which were done by hand.

## Computed values

```
Candidates N: 2000
Error standard deviation: 0.10 eV
Mean true barrier: 1.30 eV
Spread of true barriers: 0.20 eV
ln N: 7.6009
sqrt(2 ln N): 3.8989
Best t: 38.99 1/eV
Bound on expected largest error: 0.3899 eV
Bound, main result: 390 meV
(1/t) ln E[exp(tM)] at best t: 0.3797 eV
m_N (standard Gaussians): 3.4353
Expected largest error, quadrature: 0.3435 eV
Same, random screens: 0.3440 eV
Number of random screens: 4000
Scatter of largest error: 0.0339 eV
Expected largest error, N=2: 0.0564 eV
Bound, N=2: 0.1177 eV
Expected maximum / bound, N=1e+01: 0.7170
Expected maximum / bound, N=1e+02: 0.8263
Expected maximum / bound, N=1e+04: 0.8974
Expected maximum / bound, N=1e+06: 0.9251
Expected maximum / bound, N=1e+12: 0.9568
Lower estimate / bound, ln N=10000: 0.9872
Expected largest absolute error: 0.3620 eV
Bound for absolute error: 0.4073 eV
Spread of predictions: 0.2236 eV
Winner, expected predicted barrier: 2.068 eV
Winner, expected overprediction: 0.154 eV
Same, random screens: 0.155 eV
Winner, expected true barrier: 1.915 eV
Predicted barrier minus bound: 1.678 eV
Temperature: 573 K
Thermal energy kT: 0.04938 eV
Lifetime at predicted barrier: 1.30e+05 s
Lifetime at true barrier: 5.78e+03 s
Lifetime at barrier less bound: 4.83e+01 s
Lifetime factor of the bound at 573 K: 2.69e+03
Lifetime factor of the bound at 473 K: 1.43e+04
Error correlation: 0.5
Expected largest error, correlated: 0.2429 eV
Candidates with doubled error: 200
Expected largest error, mixed: 0.5493 eV
RMS error, mixed: 0.1140 eV
Invalid bound from RMS error: 0.4445 eV
Valid bound from largest sigma: 0.7798 eV
Expected largest error, Student t (5): 0.6253 eV
Tunnelling mode: 1200 cm^-1
Wigner rate factor at 573 K: 1.378
Tunnelling as barrier reduction: 0.0158 eV
Error budget: 0.30 eV
Candidates allowed by budget: 90
Expected largest error at that N: 0.2470 eV
Sigma needed for N=2000: 0.0769 eV
```
